# Loss of corrugation and lateral resolution in scanning tunnelling microscopy: test program

```python
"""
Result under test: for vacuum decay constant kappa, Fourier component G of the
local density of states (LDOS) has slowest decay rate 2*sqrt(kappa^2+G^2/4).
Relative to a mean decaying as exp(-2*kappa*z), its modulation decays at
beta = 2*(sqrt(kappa^2+G^2/4)-kappa). With an s-wave tip centred at z=R+d,
the corrugation is (m0/kappa)*exp(-beta*z), and the lateral filter has rms
width sqrt(z/(2*kappa)) per axis; resolution length L is twice that width.
R: tip radius, d: gap, m0: relative modulation extrapolated to z=0.
Lengths are in angstrom in the example; the slab test uses hbar=2m=1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.sparse import diags, eye, kron
from scipy.sparse.linalg import eigsh
from scipy.special import j0


def relative_decay(G, kappa):
    return 2 * (np.sqrt(kappa**2 + G**2 / 4) - kappa)


# Example parameters
work_function = 4.0
tip_radius = 3.0
gaps = [3.0, 5.0, 7.0]
m0 = 0.2
periods = [3.0, 8.0]
kappa = np.sqrt(2 * const.m_e * work_function * const.e) / const.hbar * 1e-10
height = tip_radius + gaps[1]
print(f"work function = {work_function:.1f} eV")
print(f"kappa = {kappa:.4f} 1/angstrom")
print(f"tip radius = {tip_radius:.1f} angstrom")
print(f"reference gap = {gaps[1]:.1f} angstrom")
print(f"reference tip-centre height = {height:.1f} angstrom")
print(f"extrapolated modulation m0 = {m0:.2f}")
print(f"mean current factor per added angstrom = {np.exp(-2*kappa):.4f}")

# Corrugated slab: diagonalize the Schrodinger equation, then read vacuum slopes.
slab_G, depth, coupling = 2.0, 4.0, 0.15
step = 0.04
z_grid = np.arange(-224, 225) * step
harmonics = np.arange(-3, 4)
nz, ng = len(z_grid), len(harmonics)
kinetic_z = diags([-np.ones(nz-1), 2*np.ones(nz), -np.ones(nz-1)],
                  [-1, 0, 1]) / step**2
well = diags(-depth * (np.abs(z_grid) < 1.0).astype(float))
mixing = diags([coupling*np.ones(ng-1), np.ones(ng),
                coupling*np.ones(ng-1)], [-1, 0, 1])
i_near = np.argmin(np.abs(z_grid - 5.0))
i_far = np.argmin(np.abs(z_grid - 6.0))
print("Slab test: LDOS component decay (dimensionless, hbar=2m=1)")
for fraction in [0.0, 0.4, 0.5]:
    lateral = (fraction + harmonics) * slab_G
    hamiltonian = (kron(eye(ng), kinetic_z) + kron(diags(lateral**2), eye(nz))
                   + kron(mixing, well)).tocsc()
    energy, vector = eigsh(hamiltonian, k=1, sigma=-2*depth, which="LM",
                           v0=np.ones(nz*ng))
    assert energy[0] < 0
    coefficients = vector[:, 0].reshape(ng, nz)
    density_G = np.sum(coefficients[:-1] * coefficients[1:], axis=0)
    density_mean = np.sum(coefficients**2, axis=0)
    distance = z_grid[i_far] - z_grid[i_near]
    measured = np.log(density_G[i_near] / density_G[i_far]) / distance
    slab_kappa2 = -energy[0]
    k_value = fraction * slab_G
    predicted = (np.sqrt(slab_kappa2 + k_value**2)
                 + np.sqrt(slab_kappa2 + (k_value-slab_G)**2))
    # Tolerance covers the finite grid and residual faster components.
    assert abs(measured / predicted - 1) < 3e-3
    print(f"k/G={fraction:.1f}: measured={measured:.4f}, "
          f"predicted={predicted:.4f}")
    if fraction == 0.5:
        ratio_near = density_G[i_near] / density_mean[i_near]
        ratio_far = density_G[i_far] / density_mean[i_far]
        assert abs(ratio_far / ratio_near - 1) < 3e-3
        print(f"zone-boundary component/mean at z=5: {ratio_near:.4f}")
        print(f"zone-boundary component/mean at z=6: {ratio_far:.4f}")

# Bardeen surface integral with a spherical tip wave, on two different planes.
q = 0.7
alpha = np.sqrt(kappa**2 + q**2)
for plane in [3.0, 5.0]:
    separation = height - plane

    def surface_integrand(radius):
        s = np.hypot(radius, separation)
        tip = np.exp(-kappa*s) / s
        tip_slope = separation * (kappa*s + 1) * np.exp(-kappa*s) / s**3
        return 2*np.pi*radius*j0(q*radius)*(-alpha*tip - tip_slope)

    integral = quad(surface_integrand, 0, 50, epsabs=1e-12,
                    epsrel=1e-10, limit=300)[0]
    ratio = integral * np.exp(-alpha*plane) / np.exp(-alpha*height)
    assert abs(ratio / (-4*np.pi) - 1) < 1e-7
    print(f"Bardeen integral/(A psi(r0)), plane {plane:.1f} angstrom: "
          f"{ratio:.6f}")

# Find the slowest pair of lateral components without assuming its location.
for period in periods:
    G = 2*np.pi / period

    def pair_rate(k):
        return (np.sqrt(kappa**2 + k[0]**2 + k[1]**2)
                + np.sqrt(kappa**2 + (k[0]+G)**2 + k[1]**2))

    minimum = minimize(pair_rate, [0.3, 0.4], method="Nelder-Mead",
                       options={"xatol": 1e-9, "fatol": 1e-13,
                                "maxiter": 2000})
    assert abs(minimum.fun - 2*np.sqrt(kappa**2 + G**2/4)) < 1e-8
    assert np.allclose(minimum.x, [-G/2, 0], atol=1e-5)

# Explicit sum over lateral wavevectors, using kappa=1 and G=2.
axis = np.linspace(-2.5, 2.5, 601)
kx, ky = np.meshgrid(axis, axis, indexing="ij")
pair_sum = np.sqrt(1+(kx-1)**2+ky**2) + np.sqrt(1+(kx+1)**2+ky**2)
mean_sum = 2*np.sqrt(1+kx**2+ky**2)
prefactors = []
for z in [50.0, 100.0]:
    component = np.sum(np.exp(-z*(pair_sum - 2*np.sqrt(2))))
    mean = np.sum(np.exp(-z*(mean_sum - 2)))
    prefactors.append(component / mean)
limit = 2*prefactors[1] - prefactors[0]
expected_prefactor = 1 + 2.0**2/4
# Extrapolation removes the leading 1/z error but leaves a 1/z^2 error.
assert abs(limit / expected_prefactor - 1) < 5e-3
print(f"k-sum prefactor for kappa=1, G=2: extrapolated={limit:.4f}, "
      f"predicted={expected_prefactor:.4f}")

# Solve constant-LDOS contours at the crest and trough.
for period in periods:
    G = 2*np.pi / period
    beta = relative_decay(G, kappa)
    center_beta = np.sqrt(kappa**2 + G**2) - kappa
    print(f"Period {period:.1f} angstrom: G={G:.4f} 1/angstrom")
    print(f"  rate per wavefunction={np.sqrt(kappa**2+G**2/4):.4f} 1/angstrom")
    print(f"  beta={beta:.4f} 1/angstrom")
    print(f"  zone-centre relative decay={center_beta:.4f} 1/angstrom")
    print(f"  corrugation factor per added angstrom={np.exp(-beta):.4f}")
    for gap in gaps:
        z = tip_radius + gap
        contour = []
        for sign in [1, -1]:
            def level(trial):
                return (-2*kappa*(trial-z)
                        + np.log1p(sign*m0*np.exp(-beta*trial)))
            contour.append(brentq(level, z-1, z+1, xtol=1e-13))
        corrugation = contour[0] - contour[1]
        formula = m0 / kappa * np.exp(-beta*z)
        # Terms beyond first order in modulation remain in the contour.
        assert abs(corrugation / formula - 1) < 1e-2
        print(f"  gap {gap:.1f} angstrom: contour={corrugation:.3e}, "
              f"formula={formula:.3e} angstrom")


# Real-space spread function: transform and second moment by quadrature.
def spread(radius, z):
    s = np.hypot(radius, z)
    return z*(1+2*kappa*s)*np.exp(-2*kappa*(s-z)) / (2*np.pi*s**3)


for G in [0.0] + [2*np.pi/period for period in periods]:
    transformed = quad(lambda r: 2*np.pi*r*spread(r, height)*j0(G*r),
                       0, 60, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    full_filter = np.exp(-relative_decay(G, kappa)*height)
    assert abs(transformed - full_filter) < 1e-8
    if G > 0:
        gaussian = np.exp(-G**2*height/(4*kappa))
        print(f"Filter at period {2*np.pi/G:.1f} angstrom: "
              f"full={transformed:.3e}, Gaussian={gaussian:.3e}")

for gap in gaps:
    z = tip_radius + gap
    variance = quad(lambda r: np.pi*r**3*spread(r, z), 0, 60,
                    epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    assert abs(variance / (z/(2*kappa)) - 1) < 1e-7
    print(f"Gap {gap:.1f} angstrom: rms width={np.sqrt(variance):.3f}, "
          f"resolution L={2*np.sqrt(variance):.3f} angstrom")

half_radius = brentq(lambda r: spread(r, height)-spread(0, height)/2, 0, 20)
gaussian_fwhm = 2*np.sqrt(np.log(2)*height/kappa)
resolution = np.sqrt(2*height/kappa)
damping = np.exp(-relative_decay(2*np.pi/resolution, kappa)*height)
print(f"Reference full width at half maximum: full={2*half_radius:.3f}, "
      f"Gaussian={gaussian_fwhm:.3f} angstrom")
print(f"Reference resolution L = {resolution/10:.4f} nm")
print(f"Full filter at period L = {damping:.4f}")

# The Gaussian must approach the full spread function at large height.
large_z = 2000.0 / kappa
for scaled_radius in [0.5, 1.0, 1.5]:
    radius = scaled_radius*np.sqrt(large_z/kappa)
    shape = spread(radius, large_z) / spread(0, large_z)
    assert abs(shape / np.exp(-scaled_radius**2) - 1) < 3e-3

print("all good")
```

Output:

```
work function = 4.0 eV
kappa = 1.0246 1/angstrom
tip radius = 3.0 angstrom
reference gap = 5.0 angstrom
reference tip-centre height = 8.0 angstrom
extrapolated modulation m0 = 0.20
mean current factor per added angstrom = 0.1288
Slab test: LDOS component decay (dimensionless, hbar=2m=1)
k/G=0.0: measured=4.4043, predicted=4.4059
k/G=0.4: measured=3.8029, predicted=3.8032
k/G=0.5: measured=3.7368, predicted=3.7375
zone-boundary component/mean at z=5: 0.5001
zone-boundary component/mean at z=6: 0.5000
Bardeen integral/(A psi(r0)), plane 3.0 angstrom: -12.566371
Bardeen integral/(A psi(r0)), plane 5.0 angstrom: -12.566371
k-sum prefactor for kappa=1, G=2: extrapolated=1.9992, predicted=2.0000
Period 3.0 angstrom: G=2.0944 1/angstrom
  rate per wavefunction=1.4651 1/angstrom
  beta=0.8809 1/angstrom
  zone-centre relative decay=1.3070 1/angstrom
  corrugation factor per added angstrom=0.4144
  gap 3.0 angstrom: contour=9.885e-04, formula=9.885e-04 angstrom
  gap 5.0 angstrom: contour=1.698e-04, formula=1.698e-04 angstrom
  gap 7.0 angstrom: contour=2.915e-05, formula=2.915e-05 angstrom
Period 8.0 angstrom: G=0.7854 1/angstrom
  rate per wavefunction=1.0973 1/angstrom
  beta=0.1454 1/angstrom
  zone-centre relative decay=0.2664 1/angstrom
  corrugation factor per added angstrom=0.8647
  gap 3.0 angstrom: contour=8.186e-02, formula=8.160e-02 angstrom
  gap 5.0 angstrom: contour=6.113e-02, formula=6.102e-02 angstrom
  gap 7.0 angstrom: contour=4.567e-02, formula=4.563e-02 angstrom
Filter at period 3.0 angstrom: full=8.697e-04, Gaussian=1.912e-04
Filter at period 8.0 angstrom: full=3.126e-01, Gaussian=3.000e-01
Gap 3.0 angstrom: rms width=1.711, resolution L=3.422 angstrom
Gap 5.0 angstrom: rms width=1.976, resolution L=3.952 angstrom
Gap 7.0 angstrom: rms width=2.209, resolution L=4.418 angstrom
Reference full width at half maximum: full=4.431, Gaussian=4.653 angstrom
Reference resolution L = 0.3952 nm
Full filter at period L = 0.0128
all good
```
